# Loop shift from a fixed sheet charge in a ferroelectric capacitor, part 1

(Sections cited here and not found follow in the second part.)

## First half: charge beside the ferroelectric

### The decision

Suppose a calculation of a ferroelectric memory cell has to include a plane of trapped charge. The cheapest way is to leave the charge out and add a constant offset to the applied voltage. Before doing so one must decide whether a constant offset is a faithful replacement, and which thickness and permittivity convert the charge into volts. The same decision arises in reverse, when the shift of a hysteresis loop is to be turned into an amount of charge.

It is tempting to reason that a charge away from the middle of the film biases the larger part of it, and that the loop moves by this bias. For one set of numbers used below this gives a shift of $-346$ mV where a cubic Landau model of a uniformly switching film gives $-9$ mV. Being off-centre is not sufficient for a shift of that size. What matters as well is whether the material between the charge and the electrode switches. I start with a film that does not switch at all, because there every field can be written down.

### Simplest case: a uniform linear film

The film fills $0<x<d$ between two metal electrodes. Fields $E$ and displacements $D$ are positive when they point upward, towards increasing $x$. The voltage $V$ is the potential of the lower electrode minus that of the upper one, so that

$$V=\int_0^d E\,dx .$$

If an instrument drives the upper electrode instead, all voltages below change sign. The electrodes are identical, so that no difference of work function adds an offset of its own.

A sheet with charge $\sigma$ per unit area lies at $x=ud$, where $u$ is a fraction between 0 and 1. It is laterally uniform and does not move. The film has permittivity $\epsilon$, and for the moment $D=\epsilon E$.

Draw a flat box around a piece of the sheet. Gauss's law equates the outward flux of $D$ with the enclosed fixed charge. The flux is upward through the top and downward through the bottom, so

$$D_{\rm above}-D_{\rm below}=\sigma .$$

Dividing by $\epsilon$ gives $E_{\rm above}=E_{\rm below}+\sigma/\epsilon$. The field is constant in each part, and the voltage condition, divided by $d$, reads

$$uE_{\rm below}+(1-u)E_{\rm above}=\frac Vd .$$

Insert the first relation into the second. The terms in $E_{\rm below}$ add up to $E_{\rm below}$ itself, because $u+(1-u)=1$:

$$E_{\rm below}+(1-u)\frac{\sigma}{\epsilon}=\frac Vd .$$

Hence

$$E_{\rm below}=\frac Vd-\frac{\sigma(1-u)}{\epsilon},\qquad
E_{\rm above}=\frac Vd+\frac{\sigma u}{\epsilon}.$$

In a short-circuited film $V=0$, and the two fields point away from a positive sheet. The part with the smaller thickness has the stronger field. The two potential drops cancel, as they must when both electrodes have the same potential.

Three limits confirm the signs. As $u\to0$ the sheet reaches the lower electrode, the field above it vanishes, and the remaining field occupies a strip of vanishing thickness. As $u\to1$ the same happens at the top. At $u=1/2$ the fields are equal and opposite. The electrode charges also add up: the lower electrode carries $D_{\rm below}=-\sigma(1-u)$, the upper one carries $-D_{\rm above}=-\sigma u$, and their sum is $-\sigma$.

For numbers, take $\sigma=5$ uC/cm2, $u=0.2$ and a relative permittivity of 32.6. Then $\sigma/\epsilon$ is 1.73 MV/cm, and

$$E_{\rm below}=-0.8\times1.73=-1.39\ \text{MV/cm},\qquad
E_{\rm above}=0.2\times1.73=+0.346\ \text{MV/cm}.$$

The thickness average is $0.2(-1.39)+0.8(0.346)=0$ within rounding.

### What this result does not say

Now imagine that the film is ferroelectric and 10 nm thick. The upper 80 percent has an upward bias of 0.346 MV/cm. If the whole film responded to that bias, it would reach its upward coercive field at a voltage lower by $0.346\ \text{MV/cm}\times10\ \text{nm}=0.346$ V. This is the tempting estimate, a shift of $-346$ mV.

It disregards the lower part, whose bias is opposite and four times as strong. If each part switched by itself, at the same coercive field and with the linear response above, the voltage displacement of each would be minus its bias times $d$. The average weighted by thickness would be

$$u\left[\frac{\sigma(1-u)d}{\epsilon}\right]+(1-u)\left[-\frac{\sigma ud}{\epsilon}\right]=0 .$$

Independent parts would therefore split the loop into two steps, displaced in opposite directions: the upper part by $-0.346$ V and the lower part by $+1.39$ V. The thickness-weighted mean of these displacements is zero. The mean polarization, however, changes sign only when the upper 80 percent switches, so a shift read from the zero crossings of a saturated loop would still be $-346$ mV. The tempting estimate thus amounts to assuming that the larger part switches independently of the smaller one.

Independence is itself doubtful. If one part had polarization $+P_r$ and the other $-P_r$, the plane between them would carry a bound charge of magnitude $2P_r$. With $P_r=15$ uC/cm2 that is 30 uC/cm2, six times the fixed charge. Its field would oppose the separate reversal of one part. A sound treatment must let the polarization obey Gauss's law together with the fixed charge. The second half does this. First comes a case in which the difficulty is absent, because one of the two parts does not switch.

### First generalization: a non-switching layer

Place a linear layer of thickness $t$ and permittivity $\epsilon_i$ between each electrode and a ferroelectric of thickness $L$. The total thickness is $d=L+2t$. Such a layer may represent an interfacial oxide or a strip of film that has lost its ability to switch. The two layers are alike, so the uncharged capacitor is symmetric and its loop is centred on zero voltage.

Put the sheet into the lower layer at distance $y$ from the lower electrode, with $0\le y\le t$. The value $y=t$ means the inner face, where the layer meets the ferroelectric. Let $D_f$ be the displacement in the ferroelectric and $E_f$ its field. There is no other fixed charge, so $D=D_f$ everywhere above the sheet, and Gauss's law gives $D=D_f-\sigma$ below it. Adding the potential drops from bottom to top,

$$V=\frac{y(D_f-\sigma)}{\epsilon_i}+\frac{(t-y)D_f}{\epsilon_i}+LE_f+\frac{tD_f}{\epsilon_i}.$$

The terms in $D_f$ from the linear layers combine to $2tD_f/\epsilon_i$, and

$$V=LE_f+\frac{2tD_f}{\epsilon_i}-\frac{\sigma y}{\epsilon_i}.$$

The first two terms are the voltage that the uncharged capacitor needs for the same state of the ferroelectric. The last term is a constant. Every state, and thus every point of the loop, is displaced by

$$V_s=-\frac{\sigma y}{\epsilon_i}.$$

I have not used any relation between $E_f$ and $D_f$. A positive charge near the lower electrode supplies part of the upward field that the electrode would otherwise have to supply, so less voltage is needed for upward switching and more for downward switching. Both coercive voltages move to the negative side.

Three limits are useful. At $y=0$ the sheet lies on the metal, where the electrode compensates it without a potential drop, and the shift vanishes. For a sheet in the upper layer at distance $y'$ from the upper electrode, turn the capacitor upside down: the charge keeps its sign, the voltage changes sign, and the shift is $+\sigma y'/\epsilon_i$. Finally, $L$ does not appear. With $\sigma$, $y$ and $\epsilon_i$ held fixed, a thicker ferroelectric has the same shift in volts, while the shift divided by the total thickness becomes smaller.

### Second generalization: domains and history

The derivation assumed that $D_f$ is the same over the whole area. A ferroelectric with domains violates this, but the result survives. Take the uncharged capacitor while it switches in any manner, with fields $\mathbf E(\mathbf r,\tau)$ and $\mathbf D(\mathbf r,\tau)$ at time $\tau$ and an applied voltage $V_0(\tau)$. Construct a second set of fields by one change: between the lower electrode and the plane $x=y$, add a constant displacement $-\sigma$ along $x$, and hence a constant field $-\sigma/\epsilon_i$. Leave everything else alone.

The second set has these properties.

- The displacement jumps upward by $\sigma$ at $x=y$, as Gauss's law demands of the sheet.
- The added field points along $x$ and depends on $x$ alone, so it has no curl. It has no component along the electrode surface either, so the electrodes remain equipotentials.
- In the linear layer the added field and displacement satisfy $D=\epsilon_iE$.
- The field in the ferroelectric is unchanged at every point and time, so its polarization can follow the same history.
- The voltage is $V_0(\tau)-\sigma y/\epsilon_i$.

The second set therefore describes the charged capacitor under a displaced voltage. Domain patterns, delays and a distribution of coercive fields are all carried along. The argument requires that the layer holding the charge be linear up to the electrode, and that the charge be uniform and immobile.

The charge on the lower electrode also changes, by the constant $-\sigma$. A loop measurement integrates the current and so records changes of charge. The constant is not seen, and what remains is a displacement along the voltage axis.

Since the construction can be repeated for one thin sheet after another, a charge density $\rho(x)$ spread through the lower layer gives

$$V_s=-\frac1{\epsilon_i}\int_0^t x\,\rho(x)\,dx .$$

For a total charge $\sigma$ spread evenly, $\rho=\sigma/t$ and the integral is $\sigma t/2$. The shift is half that of the same charge on the inner face. This shows what a measured shift can reveal in this geometry: the first moment of the charge divided by $\epsilon_i$. Without separate knowledge of the position, it does not give the amount.

### The drive must saturate the loop

The displaced voltage is part of the statement. If the charged capacitor is driven between $-V_m$ and $+V_m$, its ferroelectric behaves like that of an uncharged one driven between $-V_m-V_s$ and $+V_m-V_s$. With $V_s$ negative, the downward drive is weakened and the upward drive strengthened.

If both branches are saturated, and the switching voltages do not depend on how far the preceding saturation was carried, the two loops differ by the displacement alone. If the drive is too small, the charged capacitor runs through a different, incompletely switched loop. Its apparent shift then need not equal $V_s$. Where switching takes time, the ramp must also be long enough for the influence of its starting point to fade.

### Numbers and a test on a distributed switching law

Take $t=0.5$ nm, a relative permittivity of 40 for the linear layers, and $\sigma=5$ uC/cm2 $=0.05$ C/m2 on the inner face. Then

$$V_s=-\frac{0.05\times0.5\times10^{-9}}{40\times8.854\times10^{-12}}\ \text{V}=-70.6\ \text{mV}.$$

At half the distance, $y=0.25$ nm, the result is $-35.3$ mV.

The size of the shift can be checked numerically with a law that has many switching events. That all events move alike is built into this check, because the field in the ferroelectric is a sum of separate contributions from the voltage, the sheet and the polarization. What is tested is the amount. The ferroelectric, 10 nm thick, consists of 200 relays that share a polarization of 15 uC/cm2. Their threshold fields are evenly spaced from 0.5 to 1.5 MV/cm, and the background has a relative permittivity of 30. The field follows from a finite-difference solution of Poisson's equation, and the voltage runs between $-2.5$ and $+2.5$ V in steps of 0.5 mV. Each relay switches once on each branch. For both positions of the charge, all 400 events moved by the predicted amount to within about one voltage step. The mean displacements were $-35.3$ and $-70.6$ mV.

For charge in a linear layer next to an electrode, a constant voltage offset thus reproduces the behaviour of the ferroelectric, and the relevant length is the distance from the charge to that electrode. The offset does not reproduce the field between the charge and the electrode, which matters for leakage and breakdown.

## Second half: charge inside the ferroelectric

### Symbols and results carried over

The stack consists of a linear layer of thickness $t$ and permittivity $\epsilon_i$, a ferroelectric of thickness $L$, and an identical linear layer, between identical electrodes. Upward $D$ and $E$ are positive, and $V$ is the potential of the lower electrode minus that of the upper. The displacement rises by $\sigma$ on crossing the fixed sheet from below. A sheet in the lower linear layer, at distance $y$ from the lower electrode, shifts a saturated loop by $-\sigma y/\epsilon_i$ for any switching law. In a uniform linear film at $V=0$, the fields on the two sides of the sheet have zero thickness average.

The sheet now lies inside the ferroelectric, at a fraction $u$ of its thickness $L$ measured from below. Both sides can switch, and the answer depends on how they do so.

### What symmetry allows

Reflect the capacitor in its middle plane. The stack is unchanged, $u$ becomes $1-u$, and both $D$ and $V$ change sign. The fixed charge keeps its sign, because reflection does not turn positive charge into negative. If the ferroelectric treats both directions alike and the drive is symmetric, the shift must satisfy

$$V_s(1-u)=-V_s(u).$$

At $u=1/2$ this gives $V_s=-V_s$, hence zero. In a symmetric capacitor the sheet must be off-centre if it is to shift the loop. Symmetry does not say how large the shift is, and for that a switching law is needed.

### A law for uniform switching

Use the Landau form

$$E=\alpha D+\beta D^3,\qquad \alpha<0,\quad\beta>0,$$

and suppose that each plane of the ferroelectric switches uniformly over its area. The law is written in terms of $D$, which contains the small vacuum part $\epsilon_0E$ besides the polarization. I return to that part below.

The coefficients follow from two familiar quantities. At zero field and nonzero polarization, $D^2=-\alpha/\beta$. There $D$ equals the polarization, so $P_r^2=-\alpha/\beta$. The turning points of $E(D)$ obey $\alpha+3\beta D^2=0$, or $D^2=P_r^2/3$. Take $D=-P_r/\sqrt3$ and use $\beta D^2=-\alpha/3$:

$$E_c=D(\alpha+\beta D^2)=-\frac{P_r}{\sqrt3}\,\frac{2\alpha}{3}=\frac{2|\alpha|P_r}{3\sqrt3}.$$

With $P_r=0.15$ C/m2 and $E_c=1$ MV/cm this gives $\alpha=-1.732\times10^9$ V m/C and $\beta=7.698\times10^{10}$ V m$^5$/C$^3$. The slope of the law at remanence is $\alpha+3\beta P_r^2=-2\alpha$, so the small-signal permittivity there is $1/(2|\alpha|)$. Its relative value is 32.6, the number used for the linear film in the first half.

A fixed, uniform sheet of charge in a linear layer beside the lower electrode shifts a saturated loop by $-\sigma y/\epsilon_i$, whatever the switching law of the ferroelectric. For a sheet inside the ferroelectric, symmetry makes the shift vanish at the centre, and its size elsewhere remains to be calculated from the Landau law.
